# Thermal Tunnelling Through a Parabolic Barrier and Wigner's Correction: verification in Python

```python
"""
Result under test: for the barrier V0 - m w^2 x^2 / 2 the thermally averaged
quantum flux divided by the classical flux is
    kappa = (u/2)/sin(u/2),  0 < u < 2 pi,   kappa = 1 + u^2/24 + ...
u    = hbar w/(k T), reduced barrier frequency
eps  = (E - V0)/(hbar w), energy from the barrier top
v    = V0/(hbar w), reduced barrier height
Lengths are in sqrt(hbar/(m w)), so the wave equation is
psi'' = -2 (eps_total - V) psi with hbar = m = w = 1.
The sech^2 barrier V0/cosh^2(y/width) with equal top curvature serves as a
finite barrier for comparison.
"""
import numpy as np
import sympy as sp
from scipy.constants import k as k_B, e as e_charge
from scipy.integrate import quad, solve_ivp

PI = np.pi


def log_P_parabola(eps):
    return -np.logaddexp(0.0, -2 * PI * eps)


def log_P_sech2(eps, v):
    """Closed transmission formula of the sech^2 barrier, in logarithms."""
    a = 2 * PI * np.sqrt(v * (eps + v))
    b = 0.5 * PI * np.sqrt(16 * v**2 - 1)
    log_ratio = 2 * (a + np.log(-np.expm1(-2 * a)) - b - np.log1p(np.exp(-2 * b)))
    return -np.logaddexp(0.0, -log_ratio)


def thermal_average(log_P, u, low, high, step=0.005):
    """u * integral of exp(-u eps) P(eps), trapezoidal rule."""
    n = int((high - low) / step) + 2
    eps = np.linspace(low, high, n)
    f = u * np.exp(-u * eps + log_P(eps))
    return (f.sum() - 0.5 * (f[0] + f[-1])) * (eps[1] - eps[0])


def kappa_parabola_numeric(u):
    return thermal_average(log_P_parabola, u, -40 / (2 * PI - u), 40 / u)


def kappa_sech2(u, v):
    return thermal_average(lambda x: log_P_sech2(x, v), u, -v + 1e-9, 40 / u)


def kappa_formula(u):
    return (u / 2) / np.sin(u / 2)


def gain_below(u, top=0.0):
    f = lambda x: u * np.exp(-u * x + log_P_parabola(x))
    return quad(f, -40 / (2 * PI - u), top, limit=300, epsabs=1e-13)[0]


def loss_above(u):
    f = lambda x: u * np.exp(-u * x - np.logaddexp(0.0, 2 * PI * x))
    return quad(f, 0, 10, limit=300, epsabs=1e-13)[0]


def peak_formula(u):
    return np.log(2 * PI / u - 1) / (2 * PI)


def transmission_by_integration(k_squared, L):
    """Start from a purely outgoing wave at +L, find the incoming one at -L."""
    def k_and_slope(y):
        h = 1e-4
        slope = (k_squared(y + h) - k_squared(y - h)) / (2 * h)
        return np.sqrt(k_squared(y)), slope / (4 * k_squared(y))
    k, g = k_and_slope(L)
    psi = 1 / np.sqrt(k)
    start = np.array([psi, (1j * k - g) * psi], dtype=complex)
    sol = solve_ivp(lambda y, s: np.array([s[1], -k_squared(y) * s[0]]),
                    (L, -L), start, method="DOP853", rtol=1e-9, atol=1e-11)
    psi, dpsi = sol.y[:, -1]
    k, g = k_and_slope(-L)
    incoming = 0.5 * np.sqrt(k) * (psi + (dpsi + g * psi) / (1j * k))
    return 1 / abs(incoming)**2


# --- Operator identity: (ab + ba)/2 equals (p^2 - y^2)/2, and [a,b] = i
y = sp.symbols("y", real=True)
f = sp.Function("f")(y)
p_op = lambda g: -sp.I * sp.diff(g, y)
a_op = lambda g: (y * g + p_op(g)) / sp.sqrt(2)
b_op = lambda g: (p_op(g) - y * g) / sp.sqrt(2)
ab, ba = a_op(b_op(f)), b_op(a_op(f))
assert sp.simplify(sp.expand((ab + ba) / 2 - (p_op(p_op(f)) - y**2 * f) / 2)) == 0
assert sp.simplify(sp.expand(ab - ba - sp.I * f)) == 0


# --- Shares sent right and left, from the damped transform integral itself
def share(sign, eps, damping):
    q = np.arange(-70.0, np.log(40 / damping), 2e-4)
    total = np.sum(np.exp((1j * sign - damping) * np.exp(q) + (0.5 - 1j * eps) * q))
    return abs(total * 2e-4)**2 / (2 * PI)


eps_test = 0.3
right = {d: share(+1, eps_test, d) for d in (0.02, 0.04)}
left = {d: share(-1, eps_test, d) for d in (0.02, 0.04)}
log_ratio = {d: np.log(right[d] / left[d]) for d in right}
log_ratio_0 = 2 * log_ratio[0.02] - log_ratio[0.04]
sum_0 = 2 * (right[0.02] + left[0.02]) - (right[0.04] + left[0.04])
# tolerances: terms left over after linear extrapolation to zero damping
assert abs(log_ratio_0 - 2 * PI * eps_test) < 2e-4
assert abs(sum_0 - 1) < 3e-3

# --- Transmission of the parabola from the wave equation
ode_rows = []
for eps in (-0.6, -0.2, 0.0, 0.4):
    numeric = transmission_by_integration(lambda s: s * s + 2 * eps, 12.0)
    formula = np.exp(log_P_parabola(eps))
    assert abs(numeric / formula - 1) < 2e-4  # finite starting distance
    ode_rows.append((eps, numeric, formula))

# --- Transmission of the sech^2 barrier from the wave equation
v_small = 0.8
width = np.sqrt(2 * v_small)
for energy in (0.4, 1.0):
    numeric = transmission_by_integration(
        lambda s: 2 * (energy - v_small / np.cosh(s / width)**2), 14 * width)
    assert abs(numeric / np.exp(log_P_sech2(energy - v_small, v_small)) - 1) < 1e-5

# --- Thermal average, its split into gain and loss, and its peak
for u in (0.3, 2.0, 5.0, 6.0):
    assert abs(kappa_parabola_numeric(u) / kappa_formula(u) - 1) < 1e-9
    assert abs(1 + gain_below(u) - loss_above(u) - kappa_formula(u)) < 1e-7
    grid = np.linspace(-1, 1, 200001)
    weight = -u * grid + log_P_parabola(grid)
    assert abs(grid[np.argmax(weight)] - peak_formula(u)) < 2e-5

# --- Small-u behaviour, from the numerical average
u = 0.2
quartic = (kappa_parabola_numeric(u) - 1 - u**2 / 24) / u**4
assert abs(quartic / (7 / 5760) - 1) < 3e-3  # next term of the series
u = 1e-3
for part in (gain_below(u), loss_above(u)):
    assert abs(part / (u * np.log(2) / (2 * PI)) - 1) < 1e-3

# --- Divergence beyond u = 2 pi: the average grows with the cut-off depth
u = 7.0
growth = (thermal_average(log_P_parabola, u, -20, 6)
          / thermal_average(log_P_parabola, u, -10, 6))
assert abs(growth / np.exp((u - 2 * PI) * 10) - 1) < 0.01

# --- Finite barrier: order-hbar^2 coefficient is (1 + kT/V0)/24
shape_rows = []
for beta_V0 in (20.0, 40.0):
    u = 0.3
    excess = kappa_sech2(u, beta_V0 / u) - kappa_formula(u)
    scaled = excess * 24 * beta_V0 / u**2
    assert abs(scaled - 1) < 0.01  # remaining terms are of relative order u^2
    shape_rows.append((beta_V0, scaled))

# --- Worked example with round model parameters
hw = 50.0       # meV
V0 = 800.0      # meV
k_meV = k_B / e_charge * 1e3
v = V0 / hw
T_div = hw / (2 * PI * k_meV)
print(f"barrier quantum hbar*w = {hw:.1f} meV, height V0 = {V0:.1f} meV")
print(f"reduced height v = V0/(hbar*w) = {v:.2f}")
print(f"parabolic average diverges at T = {T_div:.2f} K (u = 2 pi)")
print(f"peak energy crosses the top at T = {2 * T_div:.2f} K (u = pi)")
print("Transmission: eps, wave equation, formula (no unit)")
for eps, numeric, formula in ode_rows:
    print(f"  {eps:5.2f}  {numeric:.5f}  {formula:.5f}")
print("T/K, u, kappa, Wigner 1+u^2/24, kappa of sech^2 barrier")
temperatures = (1000.0, 600.0, 300.0, 200.0, 120.0, 100.0)
for T in temperatures:
    u = hw / (k_meV * T)
    print(f"  {T:6.0f}  {u:.4f}  {kappa_formula(u):.4f}"
          f"  {1 + u**2 / 24:.4f}  {kappa_sech2(u, v):.4f}")
print("T/K, gain below top, loss above top, peak energy from top/meV")
for T in temperatures:
    u = hw / (k_meV * T)
    print(f"  {T:6.0f}  {gain_below(u):.4f}  {loss_above(u):.4f}"
          f"  {hw * peak_formula(u):.2f}")
u300 = hw / (k_meV * 300)
print(f"kT at 300 K = {k_meV * 300:.3f} meV")
print(f"kT ln(kappa) at 300 K = {k_meV * 300 * np.log(kappa_formula(u300)):.3f} meV")
print(f"share of flux below the top at 300 K = "
      f"{gain_below(u300) / kappa_formula(u300):.4f}")
u100 = hw / (k_meV * 100)
tail = gain_below(u100, -v)
bound = u100 / (2 * PI - u100) * np.exp(-(2 * PI - u100) * v)
assert 0 < tail < bound * (1 + 1e-6)
print(f"part of kappa below the floor at 100 K = {tail:.3e}, bound {bound:.3e}")
u80 = hw / (k_meV * 80)
assert u80 > 2 * PI
print(f"80 K: u = {u80:.4f}, sech^2 barrier kappa = {kappa_sech2(u80, v):.3f}")
print("V0/kT, (kappa_sech2 - kappa)*24*(V0/kT)/u^2 at u = 0.3")
for beta_V0, scaled in shape_rows:
    print(f"  {beta_V0:.0f}  {scaled:.4f}")
print("every check passed")
```

Output:

```
barrier quantum hbar*w = 50.0 meV, height V0 = 800.0 meV
reduced height v = V0/(hbar*w) = 16.00
parabolic average diverges at T = 92.35 K (u = 2 pi)
peak energy crosses the top at T = 184.69 K (u = pi)
Transmission: eps, wave equation, formula (no unit)
  -0.60  0.02254  0.02253
  -0.20  0.22155  0.22155
   0.00  0.49999  0.50000
   0.40  0.92507  0.92507
T/K, u, kappa, Wigner 1+u^2/24, kappa of sech^2 barrier
    1000  0.5802  1.0142  1.0140  1.0157
     600  0.9670  1.0401  1.0390  1.0425
     300  1.9341  1.1747  1.1559  1.1789
     200  2.9011  1.4611  1.3507  1.4635
     120  4.8352  3.6499  1.9741  3.4543
     100  5.8023  12.1818  2.4028  8.3567
T/K, gain below top, loss above top, peak energy from top/meV
    1000  0.0718  0.0576  18.19
     600  0.1301  0.0900  13.56
     300  0.3300  0.1553  6.45
     200  0.6654  0.2043  1.22
     120  2.9221  0.2722  -9.60
     100  11.4783  0.2965  -19.82
kT at 300 K = 25.852 meV
kT ln(kappa) at 300 K = 4.163 meV
share of flux below the top at 300 K = 0.2809
part of kappa below the floor at 100 K = 5.492e-03, bound 5.492e-03
80 K: u = 7.2528, sech^2 barrier kappa = 262.822
V0/kT, (kappa_sech2 - kappa)*24*(V0/kT)/u^2 at u = 0.3
  20  0.9976
  40  0.9977
every check passed
```
